Onset of second-subband filling: the hard-wall limit and its first correction

**1. One thin sheet of electrons**

Place a positive sheet of n elementary charges per unit area at an interface, z = 0, and put the n electrons that neutralize it in one thin sheet at depth z = d. The medium has relative permittivity ε everywhere. In atomic units (ħ, the electron mass, the elementary charge and 4πε₀ all equal to 1), each sheet exerts a force of size 2πn/ε on an electron on either side of it. Count a force as positive when it pulls the electron towards the interface.

Between the sheets, the positive sheet attracts the electron to the interface and the electron sheet repels it the same way. The force is 4πn/ε. Beyond the electron sheet the two contributions have opposite signs and cancel. On the electron sheet itself, the mean of the two sides is

F = 2πn/ε.

An electron of the gas thus feels half the interface force. An electron further out feels none. The first fact gives a simple estimate of the density at which a second subband starts to fill; the second shows where that estimate is weak.

**2. A gas of finite thickness**

Let the first subband have the normalized wave function u₁(z). The fraction of electrons beyond depth z is

S(z) = ∫_z^∞ u₁(z′)² dz′, with S(0) = 1 and S(∞) = 0.

If all field lines from the interface end on the gas, Gauss's law gives the force (4πn/ε)S(z). Since u₁² = −dS/dz, its mean over the gas is

⟨force⟩₁ = (4πn/ε) ∫₀^∞ S(−dS/dz) dz
= (4πn/ε) [S(0)² − S(∞)²]/2
= 2πn/ε.

The factor one half therefore holds for any profile of the first subband. It does not hold for a state of the empty second subband, whose profile u₂² is not −dS/dz.

The constant-field model replaces the true potential energy by Fz, with F = 2πn/ε for both states. Its other assumptions are a hard wall at z = 0, one isotropic parabolic mass m, one valley, two spin states, no charge in the layer below the gas, and zero temperature. Image forces, exchange and correlation are left out.

**3. Levels in the constant field**

The equation for motion normal to the interface is

−u″/(2m) + Fzu = Eu, with u(0) = 0.

Choose a length L and a dimensionless energy e by

L³ = 1/(2mF), E = FLe, x = z/L − e.

Then z = L(x + e), and the equation becomes

−[1/(2mL²)] d²u/dx² + FL(x + e)u = FLeu.

The definition of L makes 1/(2mL²) equal to FL. The terms in e cancel, leaving

d²u/dx² = xu.

The solution that decays at large depth is the Airy function Ai(x). The wall lies at x = −e, so Ai(−e) = 0. Writing the zeros of Ai as −a₁, −a₂, and so on, we have

E_i = a_i FL = a_i (F²/2m)^(1/3).

The first two numbers are a₁ = 2.33811 and a₂ = 4.08795. Their difference is Δa = 1.74984.

The mean depth follows from a change of scale. Replace u(z) by the normalized function √λ u(λz), which still vanishes at the wall. The kinetic energy T becomes λ²T, and the potential energy F⟨z⟩ becomes F⟨z⟩/λ. The energy is stationary at λ = 1 for an eigenstate, so 2T = F⟨z⟩. With E = T + F⟨z⟩ this gives

⟨z⟩_i = 2E_i/(3F).

**4. The density at onset**

In the plane of the gas, one allowed wave vector occupies an area (2π)² per unit area of sample. Two spin states inside a circle of radius k_F give

n = 2πk_F²/(2π)² = k_F²/(2π).

The Fermi energy above the bottom of the first subband is then

E_F − E₁ = k_F²/(2m) = πn/m.

The second subband starts to fill when this equals E₂ − E₁:

πn/m = Δa (F²/2m)^(1/3).

Put in F = 2πn/ε, so that F²/(2m) = 2π²n²/(mε²), and cube both sides:

π³n³/m³ = (Δa)³ 2π²n²/(mε²).

Dividing by n² and solving for n gives the onset density

n* = 2(Δa)³m²/(πε²).

The Fermi energy grows as n and the level spacing as n^(2/3). Their ratio is (n/n*)^(1/3), so there is one crossing at positive density, and the second subband is empty below it.

For m = 0.2 and ε = 8.9, the arithmetic is

n* = 2 × 5.358 × 0.04/(π × 79.21)
= 0.001722 per square bohr.

This is 0.00615 Å⁻², or 6.15 × 10¹³ cm⁻². Finding the crossing with levels from direct diagonalization of the same model also gives 6.15 × 10¹³ cm⁻².

At onset the levels are E₁ = 0.984 eV and E₂ = 1.72 eV. The spacing and the Fermi energy above E₁ are both 0.736 eV. The interface field is 12.5 MV/cm and the constant field is half of it, 6.25 MV/cm, or 0.625 V/nm. The mean depth of the first state is

⟨z⟩₁ = 2 × 0.984/(3 × 0.625) = 1.05 nm = 10.5 Å.

At 1 × 10¹³ cm⁻² the model gives a spacing of 0.219 eV and a Fermi energy of 0.120 eV above E₁. Their ratio, 0.55, agrees with (1/6.15)^(1/3).

**5. A finite barrier at fixed force**

The hard wall is the limit of an infinitely high barrier. Now let the potential energy be a constant V for z < 0, with the same mass on both sides. The force in the well is still set to 2πn/ε. The change of field due to charge inside the barrier is left out at first and estimated at the end of this section.

In the barrier the wave function is proportional to exp(κz), with

κ = √[2m(V − E)].

Continuity of u and u′ at the interface requires

Ai(−e)/Ai′(−e) = 1/(κL).

Define v = V/(FL). Since 2mL² = 1/(FL), we have κ²L² = v − e. A high barrier means large v. Write e = a − s, where a is the hard-wall value for the chosen level and s is the small reduction.

Let r = Ai/Ai′ at x = −a + s. Differentiation and Ai″ = xAi give

dr/ds = 1 − Ai Ai″/(Ai′)² = 1 + (a − s)r²,

with r = 0 at s = 0. Putting r = s into the right side and integrating, then repeating with the improved r, gives

r = s + as³/3 − s⁴/4 + 2a²s⁵/15 + …

Inverting this series term by term yields

s = r − ar³/3 + r⁴/4 + a²r⁵/5 + …

The matching condition supplies the other relation, r = (v − a + s)^(−1/2). Its expansion is

r = v^(−1/2) + (a − s)v^(−3/2)/2 + 3a²v^(−5/2)/8 + …

In the term with s it is enough to use s = v^(−1/2). For the powers of r,

r³ = v^(−3/2) + 3av^(−5/2)/2 + …
r⁴ = v^(−2) + …
r⁵ = v^(−5/2) + …

Now collect equal powers of v. The coefficient of v^(−3/2) is a(1/2 − 1/3) = a/6. That of v^(−2) is −1/2 + 1/4 = −1/4. That of v^(−5/2) is a²(3/8 − 1/2 + 1/5) = 3a²/40. Therefore

s = v^(−1/2) + av^(−3/2)/6 − v^(−2)/4 + 3a²v^(−5/2)/40 + O(v^(−3)).

The leading reduction is the same for every fixed level as v grows. In energy it is FL/√v = F/√(2mV). The wave function reaches a distance 1/√(2mV) into the barrier, as if the wall had been moved back by that distance, and this lowers all levels equally. It does not change their spacing. The first change of spacing comes from the next term:

e₂ − e₁ = Δa[1 − v^(−3/2)/6 − 3(a₁ + a₂)v^(−5/2)/40 + O(v^(−3))].

To find the new onset, write n = yn*. The Fermi energy is y times its old value, and FL is y^(2/3) times its old value. Let g be v^(−3/2) evaluated at n*:

g = F*/[√(2m) V^(3/2)], F* = 2πn*/ε.

Because v is inversely proportional to FL, v^(−3/2) = gy. To first order in g, the onset condition is

y^(1/3) = 1 − gy/6.

Set y = 1 + cg. The left side is 1 + cg/3 and the right side is 1 − g/6, so c = −1/2. Thus

n_onset = n*[1 − g/2 + O(g^(5/3))].

The next term follows in the same way. The v^(−5/2) part of the spacing contributes three times its relative size to y, because y^(1/3) appears on the left:

n_onset = n*[1 − g/2 − 9(a₁ + a₂)g^(5/3)/40 + O(g²)].

Take V = 2 eV. The energy unit at n* is FL = E₁/a₁ = 0.984/2.338 = 0.421 eV. Hence v = 4.75, g = 0.0965 and g^(5/3) = 0.0203. The first correction lowers the onset by 4.8% of n*, to 5.85 × 10¹³ cm⁻². The next term removes another 2.9% of n* and gives 5.67 × 10¹³ cm⁻². Numerical solution of this finite-barrier model gives 5.65 × 10¹³ cm⁻², a fall of 8.2%.

The sign and scale of the first correction are right, but it supplies little more than half of the change. The expansion requires a₂/v to be small, and here a₂/v = 0.86. The close result after two terms is no assurance for a lower barrier. If E₂ approaches V, the assumed decay into the barrier becomes slow and the expansion fails.

The fixed force leaves out an effect of the same order. A small rise dV of the barrier raises a level by p dV, where p is the share of its density inside the barrier. From the leading reduction F/√(2mV), p = F/[2√(2m)V^(3/2)], which is g/2 at n*. If there is no field deep in the barrier, Gauss's law now gives S(0) = 1 − p, and the mean force on the electrons in the well becomes (2πn/ε)(1 − p). The onset condition y^(1/3) = (1 − p)^(2/3) then lowers the onset by a further 2p = g to first order, which is twice the first correction above. For the 2 eV barrier this first-order term is about 10% of n*, an overestimate: solving the onset condition with the finite-barrier levels and their actual p gives a further fall of about 7%. The other figures in this section therefore show how the barrier acts on the levels at a fixed force, not its full effect on the onset.

**6. A second case: the field falls with depth**

These barrier corrections are modest beside the error of the constant field itself. With the charge of the first Airy state at onset, the mean force on that state is 0.500 of the interface value, as derived above. On the second Airy state it is 0.224 of the interface value. Using one half for both makes the outer part of the well too steep for the second state.

A self-consistent Hartree calculation retains the fall of the field:

−u_i″/(2m) + V_H(z)u_i = E_i u_i,
dV_H/dz = F_b + (4πn/ε)S(z), V_H(0) = 0.

The hard wall and the mass are as before. F_b is a small uniform background force towards the interface, from fixed charge far below the gas. Up to onset only the first subband contributes to S, and the onset condition remains πn/m = E₂ − E₁.

With a background field of 0.1 MV/cm, the Hartree onset is 7.6 × 10¹² cm⁻². The constant-field result is 8.1 times as large. This is a failure of the leading estimate, not a small correction to it.

The cause can be isolated at a fixed density of 6.15 × 10¹³ cm⁻², with the background still 0.1 MV/cm. This density lies far above the Hartree onset, so for the comparison all electrons are held in the first subband; the figures below describe that constrained state, not the filled gas. The first state feels a mean field of 6.35 MV/cm: half the gas's interface field, plus the background. The second state lies mostly outside the gas and feels 0.36 MV/cm. The Hartree spacing is 0.227 eV, against 0.736 eV for the constant field. If the higher subbands are allowed to fill at this density, about 19% of the electrons move into them, more field reaches the second state, and the spacing is 0.46 eV.

As a test, keep the Hartree force near the interface but do not let it fall below 2πn/ε further out. Then solve for the levels again without changing the charge used to make the potential. The spacing rises to 0.755 eV, close to the constant-field value. The missing outer field thus accounts for the small Hartree spacing in this comparison.

The background also plays a different part in the two models. In the constant-field model it changes the force to 2πn/ε + F_b. With y = n/n* and β = F_b/F*, division by the original onset condition gives

y = (y + β)^(2/3), or y³ = (y + β)².

For small β, set y = 1 + cβ. The terms linear in β give 3c = 2c + 2, so c = 2 and

n_onset = n*(1 + 2β + …).

For 0.1 MV/cm, β = 0.1/6.25 = 0.016, and the onset rises by about 3%. In the Hartree model, raising the background from 0.1 to 0.3 MV/cm moves the onset from 7.6 × 10¹² to 1.33 × 10¹³ cm⁻². There the second state lies where the gas's own field is weak, so the background supplies a substantial part of its confinement.

Exchange acts in the other direction from the Hartree reduction. In the local-density approximation it adds

v_x(z) = −(1/ε)[3nu₁(z)²/π]^(1/3).

This attraction is strongest where the first state is dense and so favours that state over the second. With the background held at 0.1 MV/cm, exchange raises the self-consistent onset from 7.6 × 10¹² to 1.05 × 10¹³ cm⁻². The constant-field value is still 5.8 times as large. Correlation is absent from this comparison, so 1.05 × 10¹³ cm⁻² is a model result and not a reference value for experiment.

**7. Mass and temperature**

The remaining estimates return to the hard wall and constant half field. If the in-plane mass m_p differs from the normal mass m_z, the Fermi energy contains m_p and the level spacing contains m_z. The cubed onset condition becomes

π³n³/m_p³ = (Δa)³ 2π²n²/(m_zε²),

and therefore

n* = 2(Δa)³m_p³/(πm_zε²).

Raising m_p by 10% with m_z fixed moves the onset to 8.19 × 10¹³ cm⁻². Raising m_z by 10% with m_p fixed moves it to 5.59 × 10¹³ cm⁻². The two sides of the onset condition grow as n and n^(2/3), so a small relative change in their ratio is tripled in the onset. The Fermi energy varies as 1/m_p, but the level spacing varies only as m_z^(−1/3), so the in-plane mass has the stronger effect.

The mass also grows with energy. For motion in the plane alone, with the energy of normal motion left out, a two-band model gives the kinetic energy w from

w(1 + αw) = k²/(2m), α = (1 − m)²/E_g.

For a rough gap E_g = 3.4 eV, α = 0.64/3.4 = 0.188 eV⁻¹. At the wave number for which the parabolic energy is 0.736 eV, this equation gives w = 0.655 eV, a reduction of 11%. Differentiation gives k dk/dw = m(1 + 2αw), so the density-of-states mass is 1.25 times m. By itself the lower Fermi energy would delay filling. In the well, the energy of normal motion raises the in-plane mass further, and the same effect changes the normal levels. This estimate treats neither, so no corrected onset is assigned to it.

At a temperature T the onset is smooth. Let τ = k_BT, let D = E₂ − E₁, and measure the chemical potential μ from E₁. The density of states per subband is m/π. Integrating the Fermi function over the second subband gives

n₂ = (mτ/π) ln{1 + exp[(μ − D)/τ]}.

For τ much smaller than D, the first subband holds mμ/π up to exponentially small terms. At fixed n = n* = mD/π, conservation of charge gives

μ + τ ln{1 + exp[(μ − D)/τ]} = D.

Let q = exp[(μ − D)/τ]. The condition is ln q + ln(1 + q) = 0, or q² + q = 1. Its positive root is q = (√5 − 1)/2 = 0.618, so

n₂/n* = (τ/D) ln(1 + q) = 0.481 τ/D.

At 300 K, τ = 0.02585 eV and the share is 0.481 × 0.02585/0.736 = 1.7%. The zero-temperature threshold is then a point on a smooth rise in occupation.

**8. The estimate beside a real transistor**

The values m = 0.2 and ε = 8.9 are rough values for gallium nitride. The static permittivity along the c axis, the usual direction of the confining field, is often quoted nearer 10.4; that value lowers n* to 4.5 × 10¹³ cm⁻² and the self-consistent onset with exchange, at 0.1 MV/cm, to 0.92 × 10¹³ cm⁻². The figures that follow keep ε = 8.9. A rough scale for the electron density in its heterostructure transistors is 10¹³ cm⁻², and the constant-field onset is about six times that. The 2 eV barrier is a rough figure for a high, aluminium-rich barrier; at n*, a much lower one would not confine the second level. At fixed force the limit follows from the matching condition with κ = 0, which requires Ai′(−e) = 0. For the second level e = 3.248, so the barrier must exceed 3.248 × 0.421 = 1.37 eV. The interface field at onset is 4.2 times a rough breakdown field of 3 MV/cm. That ratio warns of an extreme regime but does not by itself predict breakdown, because the field is strong over only a few nanometres. Of the assumptions tested here, the constant field matters most. Replacing it by a self-consistent field with exchange, at a background of 0.1 MV/cm, moves the onset down to about 1 × 10¹³ cm⁻². This figure depends strongly on the background, which is set by the layers below the gas: the same model gives 0.57 × 10¹³ cm⁻² at 0.01 MV/cm and 2.9 × 10¹³ cm⁻² at 1 MV/cm. A design should therefore not take 6 × 10¹³ cm⁻² as a safe limit for single-subband operation.

Computed values

```
Mass / free-electron mass: 0.2
Relative permittivity: 8.9
Airy number a1: 2.33811
Airy number a2: 4.08795
Onset, constant half field: 6.151e+13 cm^-2
Same onset: 0.006151 angstrom^-2
Onset by diagonalization: 6.151e+13 cm^-2
First level at onset: 0.9838 eV
Second level at onset: 1.72 eV
Level spacing at onset: 0.7363 eV
Fermi energy above first level: 0.7363 eV
Interface field at onset: 12.51 MV/cm
Half field at onset: 6.253 MV/cm
Mean depth, first state: 1.049 nm
Same mean depth: 10.49 angstrom
Airy state 1 mean/interface field: 0.5
Airy state 2 mean/interface field: 0.2239
Comparison density: 1e+13 cm^-2
Airy spacing at comparison density: 0.2193 eV
Fermi energy at comparison density: 0.1197 eV
Hartree onset, background 0.1 MV/cm: 7.57e+12 cm^-2
Hartree onset, background 0.3 MV/cm: 1.33e+13 cm^-2
Hartree+LDA exchange onset, 0.1 MV/cm: 1.05e+13 cm^-2
Constant-field/Hartree onset, 0.1 MV/cm: 8.12
Constant-field/exchange onset, 0.1 MV/cm: 5.84
Next four: Hartree at constant-field onset, 0.1 MV/cm
Hartree level spacing: 0.227 eV
Spacing with outer field restored: 0.7546 eV
Hartree state 1 mean field: 6.353 MV/cm
Hartree state 2 mean field: 0.3635 MV/cm
Rough barrier height: 2 eV
Half-field onset with finite barrier: 5.648e+13 cm^-2
Second level at that onset: 1.417 eV
Onset, in-plane mass 10% larger: 8.187e+13 cm^-2
Onset, normal mass 10% larger: 5.592e+13 cm^-2
Rough band gap: 3.4 eV
Nonparabolicity coefficient: 0.1882 eV^-1
Nonparabolic in-plane Fermi energy: 0.6554 eV
Density-of-states mass ratio: 1.247
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal second-subband share: 1.69 %
Rough breakdown field: 3 MV/cm
Interface/breakdown field: 4.169
```
